**Antisymmetric force constant in the second-neighbour block of diamond**

The program tests that a force-constant block $\Phi_{ab}(i,j)$ need not be symmetric in the Cartesian indices $a,b$, although $\Phi_{ab}(i,j)=\Phi_{ba}(j,i)$. By enumerating space-group operations, it asserts that the diamond second-neighbour block has four constants $\mu,\nu,\lambda,\delta$, of which $\delta$ is antisymmetric, while the three other pairs examined have no antisymmetric constant. It differentiates the gradient of a nonlinear bond-and-angle energy for a periodic 64-atom cell, with stretching constant $k_s$ and bending constant $k_b$, and asserts the derived first- and second-neighbour blocks. The spectrum of the full matrix is compared with the Fourier-built one at all 32 commensurate wavevectors, for both the true and the symmetrized blocks. The closed form for $M\omega^2$ at W, where $M$ is the atomic mass and $\omega$ the angular frequency, is asserted for random force constants as well. Further assertions cover the absence of any effect at sampled points along [100] and [111], a change at K, and the quadratic fall of the relative acoustic change at small wavevector. For $k_s=120$ N/m, $k_b=12$ N/m and $M=30$ u, the output gives $\delta=-4$ N/m and shows that symmetrizing the blocks changes the W frequencies by −4.0, +6.9 and −2.8 percent relative to the correct ones. The symmetrized matrix still passes the symmetry and sum-rule assertions.

## Verification by program

```python
"""
Result under test: a force-constant block Phi_ab(i,j) = d2E/(du_ia du_jb)
need not be symmetric in a,b. In diamond the second-neighbour block for
R = (a/2)(1,1,0) is [[mu,nu,delta],[nu,mu,delta],[-delta,-delta,lam]].
The first-neighbour block for (a/4)(1,1,1) is minus a matrix with alpha on
the diagonal and beta off it. M is the atomic mass, q the wavevector.
At W = (2 pi/a)(1,1/2,0), M omega^2 takes the doubly degenerate values
P+8 delta and the eigenvalues of [[Q,4 beta],[4 beta,P-8 delta]], with
P = 4 alpha-12 mu-4 lam and Q = 4 alpha-8 mu-8 lam.
Lengths are in units of a/4, wavevectors in 2 pi/a, force constants in N/m.
"""
import itertools
import numpy as np
from scipy.constants import atomic_mass

rng = np.random.default_rng(7)
K_STRETCH, K_BEND, MASS_U = 120.0, 12.0, 30.0
TETRA = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
R2 = np.array([2, 2, 0])

# ---------- symmetry: count the constants allowed in a block ----------
CUBIC = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        g = np.zeros((3, 3), dtype=int)
        for row in range(3):
            g[row, perm[row]] = signs[row]
        CUBIC.append(g)


def is_fcc_vector(v):
    return bool(np.all(v % 2 == 0) and np.sum(v) % 4 == 0)


def constraints(basis, ri, rj):
    """Linear conditions on the 9 elements of Phi(i,j) from the space group."""
    identity = np.eye(9)
    transpose = identity.reshape(3, 3, 9).transpose(1, 0, 2).reshape(9, 9)
    rows = []
    for g in CUBIC:
        for new_i, new_j, image in ((ri, rj, identity), (rj, ri, transpose)):
            shift = new_i - g @ ri
            if not np.array_equal(g @ rj + shift, new_j):
                continue
            if all(any(is_fcc_vector(g @ b + shift - c) for c in basis)
                   for b in basis):
                rows.append(np.kron(g, g) - image)
    return np.vstack(rows), identity + transpose


def count_constants(basis, ri, rj):
    cond, sym_part = constraints(basis, ri, rj)
    total = 9 - np.linalg.matrix_rank(cond)
    anti = 9 - np.linalg.matrix_rank(np.vstack([cond, sym_part]))
    return int(total), int(anti)


ORIGIN = np.zeros(3, dtype=int)
DIAMOND = [ORIGIN, TETRA[0]]
counts = {
    "diamond, 1st neighbour (1,1,1)a/4":
        count_constants(DIAMOND, ORIGIN, TETRA[0]),
    "diamond, 2nd neighbour (1,1,0)a/2":
        count_constants(DIAMOND, ORIGIN, R2),
    "diamond, A-A pair at (1,0,0)a":
        count_constants(DIAMOND, ORIGIN, np.array([4, 0, 0])),
    "fcc Bravais, neighbour (1,1,0)a/2":
        count_constants([ORIGIN], ORIGIN, R2),
}
anti_counts = [c[1] for c in counts.values()]
assert anti_counts == [0, 1, 0, 0]
assert counts["diamond, 2nd neighbour (1,1,0)a/2"][0] == 4


def first_block(alpha, beta):
    return -((alpha - beta) * np.eye(3) + beta * np.ones((3, 3)))


def second_block(mu, nu, lam, delta):
    return np.array([[mu, nu, delta], [nu, mu, delta], [-delta, -delta, lam]])


cond_second, _ = constraints(DIAMOND, ORIGIN, R2)
for unit in np.eye(4):
    assert np.allclose(cond_second @ second_block(*unit).ravel(), 0)

# every A-B midpoint inverts the crystal; A-A midpoints do not
for lattice in ([0, 0, 0], [2, 2, 0], [4, 0, 0], [2, -4, 2]):
    rb = TETRA[0] + np.array(lattice)
    assert all(any(is_fcc_vector(rb - b - c) for c in DIAMOND)
               for b in DIAMOND)
assert not all(any(is_fcc_vector(R2 - b - c) for c in DIAMOND)
               for b in DIAMOND)

# ---------- nonlinear energy of a periodic 64-atom crystal ----------
a_sites = [np.array(p) for p in itertools.product(range(0, 8, 2), repeat=3)
           if sum(p) % 4 == 0]
sites = a_sites + [p + TETRA[0] for p in a_sites]
index = {tuple(p % 8): n for n, p in enumerate(sites)}
N = len(sites)
assert N == 64
ideal = np.array([TETRA if n < N // 2 else -TETRA for n in range(N)], float)
neighbour = np.array([[index[tuple((sites[n] + v.astype(int)) % 8)]
                       for v in ideal[n]] for n in range(N)])
D2 = 3.0                                   # squared bond length
OFF_DIAGONAL = 1.0 - np.eye(4)


def bond_terms(u):
    v = ideal + u[neighbour] - u[:, None, :]
    dots = v @ v.transpose(0, 2, 1)
    stretch = np.einsum("nmm->nm", dots) - D2
    bend = (dots + D2 / 3) * OFF_DIAGONAL
    return v, stretch, bend


def energy(u):
    _, stretch, bend = bond_terms(u)       # each bond and angle occurs twice
    return (K_STRETCH / (16 * D2) * np.sum(stretch**2)
            + K_BEND / (4 * D2) * np.sum(bend**2))


def gradient(u):
    v, stretch, bend = bond_terms(u)
    pull = (K_STRETCH / (4 * D2) * stretch[:, :, None] * v
            + K_BEND / D2 * (bend @ v))
    grad = -pull.sum(axis=1)
    np.add.at(grad, neighbour, pull)
    return grad


def five_point(func, h):
    """Exact for polynomials up to degree four."""
    return (8 * (func(h) - func(-h)) - (func(2 * h) - func(-2 * h))) / (12 * h)


u0, direction = 0.1 * rng.normal(size=(2, N, 3))
slope = five_point(lambda s: energy(u0 + s * direction), 0.05)
assert abs(slope - np.sum(gradient(u0) * direction)) < 1e-8 * abs(slope) + 1e-8
assert np.max(np.abs(gradient(np.zeros((N, 3))))) < 1e-12

hessian = np.zeros((N, 3, N, 3))
for atom in range(N):
    for axis in range(3):
        step = np.zeros((N, 3))
        step[atom, axis] = 1.0
        hessian[:, :, atom, axis] = five_point(lambda s: gradient(s * step),
                                               0.02)


def block(ri, rj):
    return hessian[index[tuple(ri % 8)], :, index[tuple(rj % 8)], :]


phi_first = block(ORIGIN, TETRA[0])
phi_second = block(ORIGIN, R2)
phi_back = block(R2, ORIGIN)
phi_second_b = block(TETRA[0], TETRA[0] + R2)
H = hessian.reshape(3 * N, 3 * N)
assert np.allclose(H, H.T, atol=1e-9)
assert np.allclose(phi_back, phi_second.T, atol=1e-9)
assert np.allclose(phi_second_b, phi_second.T, atol=1e-9)
assert np.max(np.abs(phi_second - phi_second.T)) > 1.0

alpha, beta = (K_STRETCH + 4 * K_BEND) / 3, (K_STRETCH - 4 * K_BEND) / 3
mu = nu = delta = -K_BEND / 3
lam = K_BEND / 3
assert np.allclose(phi_first, first_block(alpha, beta), atol=1e-9)
assert np.allclose(phi_second, second_block(mu, nu, lam, delta), atol=1e-9)

# a central pair potential, even off its minimum, gives a symmetric block
pair_vector, h = np.array([1.1, 0.7, -0.4]), 1e-3


def pair_energy(ui, uj):
    r = np.linalg.norm(pair_vector + uj - ui)
    return np.exp(-r) / r


E3 = h * np.eye(3)
pair_block = np.array([[(pair_energy(x, y) - pair_energy(x, -y)
                         - pair_energy(-x, y) + pair_energy(-x, -y))
                        / (4 * h * h) for y in E3] for x in E3])
assert np.max(np.abs(pair_block - pair_block.T)) < 1e-5
assert np.max(np.abs(pair_block)) > 0.1

# ---------- dynamical matrix times mass ----------
TD = [g for g in CUBIC if np.prod(g.sum(axis=1)) == 1]
assert len(TD) == 24


def star(vector, phi):
    return {tuple(g @ vector): g @ phi @ g.T for g in TD}.items()


def dynamical(q, first, second):
    aa = np.zeros((3, 3), complex)
    ab = np.zeros((3, 3), complex)
    for r, phi in star(R2, second):
        aa += phi * (np.exp(0.5j * np.pi * np.dot(q, r)) - 1)
    for r, phi in star(TETRA[0], first):
        aa -= phi
        ab += phi * np.exp(0.5j * np.pi * np.dot(q, r))
    return np.block([[aa, ab], [ab.conj().T, aa.conj()]])


def levels(q, first, second):
    return np.linalg.eigvalsh(dynamical(q, first, second))


phi_sym = (phi_second + phi_second.T) / 2
H_sym = ((hessian + hessian.transpose(0, 3, 2, 1)) / 2)
q_grid = [np.array(n) / 2 for n in
          itertools.product(range(2), range(4), range(4))]
for full, second in ((H, phi_second), (H_sym.reshape(3 * N, 3 * N), phi_sym)):
    fourier = np.sort(np.concatenate(
        [levels(q, phi_first, second) for q in q_grid]))
    assert np.allclose(np.linalg.eigvalsh(full), fourier, atol=1e-7)

# usual checks are passed by the wrongly symmetrized matrix as well
H_wrong = H_sym.reshape(3 * N, 3 * N)
sum_rule_wrong = np.max(np.abs(H_sym.sum(axis=2)))
asymmetry_wrong = np.max(np.abs(H_wrong - H_wrong.T))
assert sum_rule_wrong < 1e-9 and asymmetry_wrong < 1e-9

# antisymmetric part of the A-A matrix at a general wavevector
for q in rng.uniform(-1, 1, size=(5, 3)):
    aa = dynamical(q, phi_first, phi_second)[:3, :3]
    anti = (aa - aa.T) / 2
    s, c = np.sin(np.pi * q), np.cos(np.pi * q)
    for i, j, k in ((0, 1, 2), (0, 2, 1), (1, 2, 0)):
        assert abs(anti[i, j] - 4j * delta * s[k] * (c[i] - c[j])) < 1e-8


# ---------- closed form at W, tested with unrelated constants ----------
W_POINT = np.array([1, 0.5, 0])
K_POINT = np.array([0.75, 0.75, 0])


def w_levels(al, be, m, lm, de):
    p = 4 * al - 12 * m - 4 * lm
    q = 4 * al - 8 * m - 8 * lm
    mean, half = (q + p - 8 * de) / 2, (q - p + 8 * de) / 2
    root = np.sqrt(half**2 + 16 * be**2)
    return np.sort(np.repeat([p + 8 * de, mean - root, mean + root], 2))


for _ in range(5):
    al, be, m, n_, lm, de = rng.normal(size=6)
    numeric = levels(W_POINT, first_block(al, be), second_block(m, n_, lm, de))
    assert np.allclose(numeric, w_levels(al, be, m, lm, de), atol=1e-10)

true_w = levels(W_POINT, phi_first, phi_second)
wrong_w = levels(W_POINT, phi_first, phi_sym)
assert np.allclose(true_w, w_levels(alpha, beta, mu, lam, delta), atol=1e-7)

# no effect along [100] and [111]; an effect along [110]
for t in (0.13, 0.37, 0.5):
    for line in ([1, 0, 0], [1, 1, 1]):
        q = t * np.array(line)
        assert np.allclose(levels(q, phi_first, phi_second),
                           levels(q, phi_first, phi_sym), atol=1e-8)
true_k = levels(K_POINT, phi_first, phi_second)
wrong_k = levels(K_POINT, phi_first, phi_sym)
assert np.max(np.abs(true_k - wrong_k)) > 1.0


# relative acoustic change falls as q squared, so sound speeds are unchanged
def acoustic_change(scale):
    q = scale * np.array([0.3, 0.2, 0.1]) / np.pi
    good = levels(q, phi_first, phi_second)[:3]
    return np.linalg.norm(levels(q, phi_first, phi_sym)[:3] / good - 1)


change_large, change_small = acoustic_change(0.4), acoustic_change(0.2)
assert abs(change_large / change_small - 4) < 0.4


def terahertz(values):
    return np.sqrt(values / (MASS_U * atomic_mass)) / (2 * np.pi * 1e12)


def show(values, digits=3):
    return "  ".join(f"{v + 0.0:.{digits}f}" for v in values)


print("Allowed constants in a block (total, antisymmetric):")
for name, (total, anti_n) in counts.items():
    print(f"  {name}: {total}, {anti_n}")
print(f"k_s = {K_STRETCH:.1f} N/m, k_b = {K_BEND:.1f} N/m, M = {MASS_U:.1f} u")
for title, matrix in (("First-neighbour block, (1,1,1)a/4", phi_first),
                      ("Second-neighbour block A-A, (1,1,0)a/2", phi_second),
                      ("Same vector, B-B", phi_second_b)):
    print(title + " (N/m):")
    for row in matrix:
        print("  " + show(np.round(row, 6), 2))
print(f"alpha = {-phi_first[0, 0]:.2f} N/m, beta = {-phi_first[0, 1]:.2f} N/m")
print(f"mu = {phi_second[0, 0]:.2f} N/m, nu = {phi_second[0, 1]:.2f} N/m")
print(f"lambda = {phi_second[2, 2]:.2f} N/m, "
      f"delta = {phi_second[0, 2]:.2f} N/m")
P = 4 * alpha - 12 * mu - 4 * lam
Q = 4 * alpha - 8 * mu - 8 * lam
print(f"At W: P = {P:.2f} N/m, Q = {Q:.2f} N/m, 4 beta = {4 * beta:.2f} N/m")
print(f"At W: P+8 delta = {P + 8 * delta:.2f} N/m, "
      f"P-8 delta = {P - 8 * delta:.2f} N/m")
print("M omega^2 at W, true blocks (N/m):", show(true_w[::2], 2))
print("M omega^2 at W, symmetrized blocks (N/m):", show(wrong_w[::2], 2))
f_true, f_wrong = terahertz(true_w[::2]), terahertz(wrong_w[::2])
print("Frequencies at W, true blocks (THz):", show(f_true))
print("Frequencies at W, symmetrized blocks (THz):", show(f_wrong))
print("Error from symmetrizing at W (percent):",
      show(100 * (f_wrong / f_true - 1), 2))
print("Frequencies at K, true blocks (THz):", show(terahertz(true_k)))
print("Frequencies at K, symmetrized blocks (THz):", show(terahertz(wrong_k)))
print(f"Symmetrized matrix, sum-rule residue below 1e-9 N/m: "
      f"{sum_rule_wrong < 1e-9}")
print(f"Relative acoustic omega^2 change, larger q: {change_large:.3e}")
print(f"Relative acoustic omega^2 change, half that q: {change_small:.3e}")
print(f"Ratio of the two changes: {change_large / change_small:.3f}")
print("tests ok")
```

Output:

```
Allowed constants in a block (total, antisymmetric):
  diamond, 1st neighbour (1,1,1)a/4: 2, 0
  diamond, 2nd neighbour (1,1,0)a/2: 4, 1
  diamond, A-A pair at (1,0,0)a: 2, 0
  fcc Bravais, neighbour (1,1,0)a/2: 3, 0
k_s = 120.0 N/m, k_b = 12.0 N/m, M = 30.0 u
First-neighbour block, (1,1,1)a/4 (N/m):
  -56.00  -24.00  -24.00
  -24.00  -56.00  -24.00
  -24.00  -24.00  -56.00
Second-neighbour block A-A, (1,1,0)a/2 (N/m):
  -4.00  -4.00  -4.00
  -4.00  -4.00  -4.00
  4.00  4.00  4.00
Same vector, B-B (N/m):
  -4.00  -4.00  4.00
  -4.00  -4.00  4.00
  -4.00  -4.00  4.00
alpha = 56.00 N/m, beta = 24.00 N/m
mu = -4.00 N/m, nu = -4.00 N/m
lambda = 4.00 N/m, delta = -4.00 N/m
At W: P = 256.00 N/m, Q = 224.00 N/m, 4 beta = 96.00 N/m
At W: P+8 delta = 224.00 N/m, P-8 delta = 288.00 N/m
M omega^2 at W, true blocks (N/m): 154.81  224.00  357.19
M omega^2 at W, symmetrized blocks (N/m): 142.68  256.00  337.32
Frequencies at W, true blocks (THz): 8.872  10.672  13.477
Frequencies at W, symmetrized blocks (THz): 8.517  11.409  13.097
Error from symmetrizing at W (percent): -4.00  6.90  -2.82
Frequencies at K, true blocks (THz): 7.453  9.648  10.592  11.176  13.124  13.752
Frequencies at K, symmetrized blocks (THz): 7.453  9.045  11.224  11.669  13.124  13.241
Symmetrized matrix, sum-rule residue below 1e-9 N/m: True
Relative acoustic omega^2 change, larger q: 4.106e-04
Relative acoustic omega^2 change, half that q: 1.028e-04
Ratio of the two changes: 3.993
tests ok
```
